# Surface strain above periodic and isolated buried misfit inclusions, part 1

(Sections cited here and not found follow in the second part.)

## I. One wave number and one inclusion

When islands with a larger natural lattice spacing are buried under a crystalline cap, they push the cap outward and stretch its surface. A second layer of islands grown on that surface meets a strain pattern which carries information about the islands below. The question is how fast this pattern fades as the cap grows thicker. Above one island the strain falls as the inverse cube of the depth. Above a wide regular array in an isotropic solid it falls exponentially once the cap is thick enough, although the array is a sum of such islands. Both statements follow from one formula.

### Assumptions and conventions

The solid fills the half-space $z>0$, with $z$ pointing into the material and the surface $z=0$ free of traction. It is linear, homogeneous and isotropic, with Lamé constants $\lambda$ and $\mu$, Poisson ratio $\nu$ and bulk modulus $K=\lambda+2\mu/3$. The inclusions have the same elastic constants as the solid.

Each inclusion has volume $V$ and would, if cut free, expand by the strain $\varepsilon_0$ in every direction. Positive $\varepsilon_0$ means that the inclusion is too large for its hole. It is small compared with its depth $d$ and with the lateral wavelength considered, so it acts as a point centre of dilatation. The centres lie in the plane $z=d$. One Fourier component of their areal density is $n_q e^{iqx}$ with $q>0$; real parts are understood.

The quantity sought is the in-plane surface dilatation

$$e=\varepsilon_{xx}+\varepsilon_{yy}\quad\text{at } z=0 .$$

It is the relative change of surface area, and it is what a thin coherent film on the surface feels.

**Theorem 1.** Under these assumptions the density component $n_q e^{iqx}$ produces $e=e_q e^{iqx}$ with

$$e_q=P\,n_q\,q\,e^{-qd},\qquad P=2(1+\nu)\varepsilon_0V. \tag{1}$$

The full surface dilatation, including $\varepsilon_{zz}$, is $(1-2\nu)/(1-\nu)$ times $e_q$.

The proof first finds the field in an infinite solid, then adds a field that removes the traction on the plane that is to become the surface.

### Lemma 1: the sheet in an infinite solid

Let $\varepsilon^*(\mathbf r)$ be the density of stress-free expansion. Stress arises from the difference between the total strain and this expansion:

$$\sigma_{ij}=\lambda\delta_{ij}\nabla\!\cdot\mathbf u+2\mu\varepsilon_{ij}-3K\varepsilon^*\delta_{ij}.$$

Equilibrium, $\partial_j\sigma_{ij}=0$, then reads

$$(\lambda+\mu)\,\partial_i(\nabla\!\cdot\mathbf u)+\mu\nabla^2u_i=3K\,\partial_i\varepsilon^* .$$

Try $\mathbf u=\nabla\varphi$. Both terms on the left become $\partial_i\nabla^2\varphi$, and the equation is satisfied if

$$\nabla^2\varphi=\frac{3K}{\lambda+2\mu}\,\varepsilon^* .$$

With $\lambda=2\mu\nu/(1-2\nu)$ one has

$$3K=3\lambda+2\mu=\frac{2\mu(1+\nu)}{1-2\nu},\qquad \lambda+2\mu=\frac{2\mu(1-\nu)}{1-2\nu},$$

so the ratio is $(1+\nu)/(1-\nu)$.

For the sheet, $\varepsilon^*=\varepsilon_0Vn_qe^{iqx}\delta(z-d)$. Writing $\varphi(x,z)=\varphi(z)e^{iqx}$ gives

$$\varphi''-q^2\varphi=m\,\delta(z-d),\qquad m=\frac{1+\nu}{1-\nu}\,\varepsilon_0Vn_q .$$

Away from the sheet the solutions are $e^{\pm qz}$. The one that decays on both sides and whose slope jumps by $m$ at $z=d$ is

$$\varphi(z)=-\frac{m}{2q}\,e^{-q|z-d|}. \tag{2}$$

Its slope is $-m/2$ just before the sheet and $+m/2$ just behind it, as required. $\square$

Off the sheet $\nabla^2\varphi=0$, so the full dilatation vanishes there. The in-plane part does not vanish: it equals $-q^2\varphi=\tfrac12mq\,e^{-q|z-d|}$ and is compensated by a normal strain of opposite sign.

### Lemma 2: the field that frees the surface

Between the plane $z=0$ and the sheet, $\varphi\propto e^{qz}$, hence $\varphi'=q\varphi$ and $\varphi''=q^2\varphi$. With $\varphi_0=\varphi(0)$, the field of Lemma 1 has on this plane the stresses

$$\sigma_{xz}=2\mu\,\partial_x\partial_z\varphi=2i\mu q^2\varphi_0,\qquad \sigma_{zz}=2\mu\varphi''=2\mu q^2\varphi_0, \tag{3}$$

where the common factor $e^{iqx}$ is omitted. The term $\lambda\nabla^2\varphi$ in $\sigma_{zz}$ is zero. A source-free field that decays into the solid must cancel these stresses.

Source-free equilibrium, divided by $\mu$ and multiplied by $1-2\nu$, is

$$(1-2\nu)\nabla^2\mathbf u+\nabla\theta=0,\qquad \theta=\nabla\!\cdot\mathbf u ,$$

because $(\lambda+\mu)/\mu=1/(1-2\nu)$. Its divergence gives $\nabla^2\theta=0$. Applying $\nabla^2$ to the equation itself then gives $\nabla^4\mathbf u=0$. Each decaying component is therefore a linear function of $z$ times $e^{-qz}$:

$$u_x=i(A+Bz)e^{-qz},\qquad u_z=(C+Dz)e^{-qz}.$$

The dilatation is

$$\theta=iqu_x+\partial_zu_z=\left[D-q(A+C)-q(B+D)z\right]e^{-qz}.$$

A decaying harmonic function with wave number $q$ is a constant times $e^{-qz}$, so $B=-D$, and the constant is $\theta_0=D-q(A+C)$.

Since $(\partial_z^2-q^2)(ze^{-qz})=-2qe^{-qz}$, the $z$ component of equilibrium gives

$$-2q(1-2\nu)D-q\theta_0=0\;\Rightarrow\;\theta_0=-2(1-2\nu)D .$$

The $x$ component gives the same condition. Equating the two expressions for $\theta_0$,

$$q(A+C)=D+2(1-2\nu)D=(3-4\nu)D. \tag{4}$$

The surface stresses of this field are

$$\frac{\sigma_{xz}}{\mu}=\partial_zu_x+iqu_z=i(-D-qA+qC),$$

$$\frac{\sigma_{zz}}{2\mu}=\partial_zu_z+\frac{\nu}{1-2\nu}\theta_0=D-qC-2\nu D=(1-2\nu)D-qC .$$

Adding (3) and setting both totals to zero yields

$$-D-qA+qC+2q^2\varphi_0=0,\qquad (1-2\nu)D-qC+q^2\varphi_0=0 .$$

The second equation gives $qC=(1-2\nu)D+q^2\varphi_0$. Equation (4) then gives $qA=(2-2\nu)D-q^2\varphi_0$. Inserting both into the first equation,

$$\left[-1-(2-2\nu)+(1-2\nu)\right]D+4q^2\varphi_0=-2D+4q^2\varphi_0=0 .$$

Hence

$$D=2q^2\varphi_0,\qquad A=C=(3-4\nu)q\varphi_0. \tag{5}$$

$\square$

### Proof of Theorem 1

At the surface the field of Lemma 1 has $u_x=iq\varphi_0$ and $u_z=q\varphi_0$. Adding (5),

$$u_x=iq\varphi_0+i(3-4\nu)q\varphi_0=4(1-\nu)\,iq\varphi_0,\qquad u_z=4(1-\nu)\,q\varphi_0 .$$

There is no displacement along $y$, so $e_q=iqu_x=-4(1-\nu)q^2\varphi_0$. Equation (2) gives $\varphi_0=-(m/2q)e^{-qd}$, and therefore

$$e_q=2(1-\nu)\,m\,q\,e^{-qd}=2(1+\nu)\varepsilon_0Vn_q\,q\,e^{-qd}.$$

This is (1). The free surface also requires $\sigma_{zz}=\lambda(e+\varepsilon_{zz})+2\mu\varepsilon_{zz}=0$, so

$$\varepsilon_{zz}=-\frac{\lambda}{\lambda+2\mu}\,e=-\frac{\nu}{1-\nu}\,e ,$$

and $e+\varepsilon_{zz}=\frac{1-2\nu}{1-\nu}e$. $\square$

**Remark 1 (signs).** For $\varepsilon_0>0$ the surface is stretched where the inclusions are dense. There $\varphi_0<0$, so $u_z<0$: the surface moves outward, since $z$ points inward.

**Remark 2 (what the surface does).** At equal distance from the sheet, freeing the surface multiplies the in-plane dilatation by $4(1-\nu)$. It also creates the full dilatation, which is zero at that place in the infinite solid.

This was tested by minimising the elastic energy with finite elements in depth, without the potential or the correction field. For $q=0.2\ \mathrm{nm^{-1}}$, a distance of 20 nm and $\nu=0.2338$, the factor came out as 3.0648, against $4(1-\nu)=3.0649$. For five pairs with $q$ from 0.05 to 0.25 nm$^{-1}$ and $d$ from 10 to 40 nm, the surface amplitude differed from (1) by at most 0.017 % of its value.

**Remark 3 (where the two factors come from).** The exponential expresses that a static elastic field of wave number $q$ reaches a distance of order $1/q$. The factor $q$ expresses that strain is a gradient: a long-wave density ripple moves the surface, but displaces neighbouring points almost equally. At $q=0$ the sheet is uniform. The thick solid below then prevents lateral expansion, and $e=0$.

### The wave number most visible from a given depth

At fixed $d$ and fixed density amplitude $n_q$, the derivative of $qe^{-qd}$ is $(1-qd)e^{-qd}$, so the response is largest at $q=1/d$.

The answer changes if the inclusions keep their volume while the period $a$ of a square array changes. The array has one inclusion per area $a^2$. Its first density harmonic is $n_q=1/a^2=q^2/4\pi^2$ with $q=2\pi/a$, so the surface amplitude of this harmonic varies as $q^3e^{-qd}$. The derivative is proportional to $3-qd$, and the maximum lies at $q=3/d$, that is, at $a=2\pi d/3$. The finite-element response at $d=20$ nm had its maxima at $qd=1.000$ and $3.000$ in the two cases. The law $qe^{-qd}$ thus describes a comparison at fixed areal amplitude, not one at fixed island size. The period $a=2\pi d/3$ is the best one for the first harmonic alone. When all harmonics of the array are summed, as in equation (9) of Part II, the strain contrast between a site and the centre of a cell is largest near $a=3.3d$ for point inclusions.

### Proposition 1: one isolated inclusion

**Statement.** A single inclusion at depth $d$ produces, at lateral distance $r$,

$$e_1(r)=\frac{P}{2\pi}\,\frac{2d^2-r^2}{(r^2+d^2)^{5/2}},\qquad e_1(0)=\frac{P}{\pi d^3}. \tag{6}$$

**Proof.** The density $\delta^2(\mathbf r)$ contains all wave vectors with equal weight $d^2q/(2\pi)^2$. Because the solid is isotropic, (1) holds for every direction of $\mathbf q$, and

$$e_1(r)=P\int\!\frac{d^2q}{(2\pi)^2}\,q\,e^{-qd}e^{i\mathbf q\cdot\mathbf r}=\frac{P}{2\pi}\int_0^\infty q^2e^{-qd}J_0(qr)\,dq .$$

Here $J_0(qr)$ is the average of $e^{iqr\cos\vartheta}$ over the angle $\vartheta$. To evaluate the integral, start without the factor $q^2$:

$$\int_0^\infty e^{-qd}J_0(qr)\,dq=\left\langle\frac{1}{d-ir\cos\vartheta}\right\rangle=\left\langle\frac{d}{d^2+r^2\cos^2\vartheta}\right\rangle .$$

The imaginary part has averaged to zero, because it is odd in $\cos\vartheta$. The denominator is $(d^2+r^2)\cos^2\vartheta+d^2\sin^2\vartheta$. With $t=\tan\vartheta$,

$$\frac1\pi\int_{-\infty}^{\infty}\frac{d\;dt}{(d^2+r^2)+d^2t^2}=\frac{1}{\sqrt{r^2+d^2}} .$$

Two derivatives with respect to $d$ restore $q^2$:

$$\frac{\partial^2}{\partial d^2}\frac{1}{\sqrt{r^2+d^2}}=\frac{3d^2}{(r^2+d^2)^{5/2}}-\frac{1}{(r^2+d^2)^{3/2}}=\frac{2d^2-r^2}{(r^2+d^2)^{5/2}} .$$

This proves (6). $\square$

The power law is therefore a continuous superposition of exponentials. As $d$ grows, the integral draws on ever smaller $q$, of order $1/d$, and these decay slowly. With $s=qd$, the integral above the inclusion is $d^{-3}\int_0^\infty s^2e^{-s}ds=2/d^3$. An isolated source has no smallest wave number, and so no single decay length.

The surface is stretched for $r<\sqrt2\,d$ and compressed outside, with the tail $-P/(2\pi r^3)$. This negative tail is what allows neighbouring inclusions to cancel one another's strain.

### Inclusions of finite size

Let the inclusion be a box of width $b$ along $x$ and $y$ and of height $h$, centred at depth $d$. By linearity its field is the average of the point fields over the box. The lateral average of $e^{-iq_xx}$ is $\sin(q_xb/2)/(q_xb/2)$, and likewise for $y$. The average over depth is

$$\frac1h\int_{-h/2}^{h/2}e^{-q(d+\zeta)}d\zeta=e^{-qd}\,\frac{\sinh(qh/2)}{qh/2} .$$

Equation (1) is multiplied by the three factors

$$S=\frac{\sin(q_xb/2)}{q_xb/2}\;\frac{\sin(q_yb/2)}{q_yb/2}\;\frac{\sinh(qh/2)}{qh/2}. \tag{7}$$

Width blurs the pattern. Height strengthens it slightly, because the upper part of the box gains more than the lower part loses. For fixed box dimensions the exponential dependence on the depth of the centre is unchanged.

## II. Arrays, their limits, and islands in GaAs

The symbols are those of Part I: $d$ is the depth of the inclusions, $e$ the in-plane surface dilatation, and $P=2(1+\nu)\varepsilon_0V$ the strength of one inclusion of misfit $\varepsilon_0$ and volume $V$. A density component $n_q$ gives $e_q=Pn_qqe^{-qd}$, equation (1). One inclusion gives $e_1(r)$, equation (6), with $e_1(0)=P/(\pi d^3)$ and a negative tail. Finite box size enters through the factor $S$, equation (7).

### Theorem 2: the square array

**Statement.** Inclusions on an infinite square lattice of period $a$ produce

$$e(\mathbf r)=\frac{P}{a^2}\sum_{\mathbf G\ne0}G\,e^{-Gd}\cos(\mathbf G\cdot\mathbf r),\qquad \mathbf G=\frac{2\pi}{a}(m,n), \tag{8}$$

with integers $m,n$. For $d\gg a/2\pi$ the four shortest vectors, of length $q_1=2\pi/a$, dominate, and above an inclusion $e\simeq4Pq_1e^{-q_1d}/a^2$.

**Proof.** A periodic density contains the wave vectors $\mathbf G$ and no others. Each amplitude is the integral of the density times $e^{-i\mathbf G\cdot\mathbf r}$ over one cell, divided by $a^2$. With one point centre at the origin of the cell this is $1/a^2$. Equation (1) applies to every $\mathbf G\neq0$, and $\mathbf G=0$ gives no dilatation. The vectors $\pm\mathbf G$ combine into cosines. The next vectors have length $\sqrt2\,q_1$, so relative to the first shell they carry the factor $\sqrt2\,e^{-(\sqrt2-1)q_1d}$, which vanishes as $d/a$ grows. $\square$

The array has a smallest non-zero wave number, and this sets a decay length $a/2\pi$. In real space the same sum is $\sum_{\mathbf R}e_1(|\mathbf r-\mathbf R|)$ over the lattice sites $\mathbf R$. The positive contributions of the sites within the lateral distance $\sqrt2\,d$ are largely cancelled by the negative tails of the more distant ones once $d$ reaches $a$: above a site, 12 % of the positive part remains at $d=a$, and 0.05 % at $d=2a$.

Both limits are contained in (8). At $d=0.1a$ the array value above a site is 0.9956 times the isolated value: the neighbours are too far away to matter. At $d=2a$ it is 1.0078 times the first-shell value, in agreement with $1+\sqrt2\,e^{-(\sqrt2-1)4\pi}$.

The strain contrast between a site and the centre of a cell, called the hollow, follows from $\cos(\mathbf G\cdot\mathbf r)=(-1)^{m+n}$ at the hollow:

$$\Delta e=\frac{2P}{a^2}\sum_{m+n\ \mathrm{odd}}G\,e^{-Gd}. \tag{9}$$

Its first shell is $8Pq_1e^{-q_1d}/a^2$.

In an isotropic solid, the surface strain above a single point inclusion falls as the inverse cube of its depth, while above an infinite square array it falls exponentially once the depth is large compared with $a/2\pi$. It remains to see how finite extent, disorder and cubic anisotropy change this, and what follows for InAs islands under GaAs.

Numerical values quoted here were computed with a short program.
